# Smoothing Plane-Wave Energy-Volume Curves with an Error-Function Kinetic Penalty

Before computing an energy-volume curve or relaxing a cell with plane waves, one must decide what to hold fixed while the cell changes. The choice matters when the basis is not fully converged. A fixed cutoff energy then changes the number of waves in jumps and gives a jagged curve. A fixed list of waves gives a smooth curve whose minimum lies at too small a volume. The error-function modification of the kinetic energy keeps the list fixed and penalizes its upper part, so that the effective cutoff stays nearly constant. Its cost is a larger basis than a bare cutoff at the step would need, and a total energy above the bare energy in that larger basis.

## The two unmodified curves

Let $V$ be the cell volume, $\mathbf K=\mathbf k+\mathbf G$, and

$$t=\frac{\hbar^2K^2}{2m}.$$

The $\mathbf k$ points are fixed in fractional coordinates. Occupations $f$ are fixed, as for an insulator, and include the $\mathbf k$-point weights and spin. If the integer triples labelling $\mathbf G$ are also fixed, a uniform expansion scales $K$ as $V^{-1/3}$, so $t$ and the nominal cutoff $E_c$ scale as $V^{-2/3}$.

Let $\bar E(V,E_c)$ be the energy at a bare cutoff, averaged over the small jumps caused by individual shells of waves. The fixed-list energy is approximately $\bar E(V,E_c(V))$. The chain rule, with $d\ln E_c/d\ln V=-2/3$, gives

$$\left.\frac{dE}{d\ln V}\right|_N
=\left.\frac{\partial\bar E}{\partial\ln V}\right|_{E_c}
-\frac23E_c\frac{\partial\bar E}{\partial E_c}. \tag{1}$$

More waves cannot raise a variational energy, so $\partial\bar E/\partial E_c\le0$ and the last term, called $D$, is non-negative. It tilts the curve upward with volume. Near the minimum, $dE/d\ln V\simeq BV\,\delta\ln V$, where $B$ is the bulk modulus. Setting the tilted slope to zero gives $\delta\ln V=-D/(BV)$. Because $V\propto a^3$,

$$\frac{\delta a}{a}\simeq-\frac{D}{3BV}. \tag{2}$$

This is the Pulay bias. Smoothness alone therefore does not show that a curve is good.

## The modified kinetic energy

Replace $t$ by

$$T(t)=t+p(t),\qquad
p(t)=\frac A2\left[1+\operatorname{erf}\!\left(\frac{t-E_0}{\sigma}\right)\right]. \tag{3}$$

The penalty $p$ rises from zero to $A$ around $E_0$, over an energy range set by $\sigma$. The algorithm is short:

1. At a reference cell, list all waves with $t$ below an outer cutoff. Keep their integer triples at every volume.
2. At each volume, recompute $\mathbf K$ and $t$, and put $T(t)$ on the diagonal of the Hamiltonian.
3. Use $T$ in the total energy as well, and its derivative in the stress.
4. Confirm that the outer edge of the list stays at least $2\sigma$ above $E_0$ at the largest volume, so that the penalty has nearly reached $A$ there.

At fixed cell, $p$ does not depend on atomic positions, so it adds no explicit term to the forces.

The matrix has fixed size and its elements vary smoothly with $V$. The energy is then smooth as long as the occupied bands stay separated from the empty ones and the self-consistent solution does not switch branches. This holds for the bare fixed list too. The penalty is there to reduce the bias.

Two properties fix its meaning. First, let $F[\psi]$ be the bare energy functional and $\psi_{\rm mod}$ the minimizing orbitals of the modified one. In the same list,

$$E_{\rm bare}\le F[\psi_{\rm mod}]
=E_{\rm mod}-\langle p\rangle\le E_{\rm mod}, \tag{4}$$

because $p\ge0$. Second, take $\sigma\to0$ and then $A\to\infty$. Waves below $E_0$ carry no penalty and waves above it are excluded, so the result is the bare energy at cutoff $E_0$. The jumps return in this limit: it emulates a fixed cutoff perfectly but smooths nothing.

## What a finite step removes

Consider a weakly occupied high wave with coefficient $c$, coupled by $W$ to the low waves of a band with energy $\varepsilon$. Neglect the potential among the high waves, including its diagonal elements, and any response of the low ones. With $d=t-\varepsilon>0$, the part of the energy that depends on $c$ is

$$(d+p)|c|^2+c^*W+cW^*.$$

Setting its derivative with respect to $c^*$ to zero gives $c=-W/(d+p)$ and an energy gain $|W|^2/(d+p)$. Without the penalty, $c_0=-W/d$ and the gain is $|W|^2/d$. The loss is the difference:

$$\Delta=|W|^2\left(\frac1d-\frac1{d+p}\right)
=\frac{|W|^2p}{d(d+p)}
=|c_0|^2\,\frac{d\,p}{d+p}. \tag{5}$$

The fraction of the gain that is lost is $p/(d+p)$. It is not a step from zero to one at $E_0$. For $A=4E_0$ and negligible $\varepsilon$, it is already $2/3$ at $t=E_0$, where $p=A/2=2E_0$. Far above $E_0$ it is $A/(t+A)$, so part of the gain leaks through. The effective cutoff $E_{\rm eff}$ must therefore be measured; it is defined here by $\bar E(V,E_{\rm eff})=E_{\rm mod}(V)$.

## The pressure it supplies

Coefficients in normalized plane waves remain orthonormal when the cell changes. The energy is stationary with respect to them, so its volume derivative may be taken at frozen coefficients. Differentiating (3),

$$\frac{dT}{dt}=1+g(t),\qquad
g(t)=\frac{A}{\sigma\sqrt\pi}\,
e^{-(t-E_0)^2/\sigma^2}. \tag{6}$$

Since $dt/dV=-2t/(3V)$ and $P=-dE/dV$, the Gaussian contributes

$$P_g=\frac{2}{3V}\sum f|c|^2\,t\,g(t), \tag{7}$$

where the sum runs over bands, $\mathbf k$ points and waves. The same Gaussian governs the response to the step position, because $\partial T/\partial E_0=-g$:

$$\frac{\partial E_{\rm mod}}{\partial E_0}=-\sum f|c|^2g(t). \tag{8}$$

Defining $\bar t$ as the mean of $t$ with weight $f|c|^2g$, one obtains

$$P_g=-\frac{2}{3V}\,\bar t\,
\frac{\partial E_{\rm mod}}{\partial E_0}. \tag{9}$$

This has the form of the Pulay term. By (1), the pressure at fixed cutoff exceeds that at fixed list by $-(2/3V)E_c\,\partial\bar E/\partial E_c$. The penalty supplies approximately this missing pressure.

For a general small strain $\epsilon_{\alpha\beta}$, $\delta t=-(\hbar^2/m)K_\alpha K_\beta\epsilon_{\alpha\beta}$, summed over repeated indices. The kinetic stress therefore needs the factor $1+g(t)$ in each component. Omitting it makes the stress inconsistent with the energy.

## How wide the step must be

If $\sigma$ is too small, a fixed list still gives a smooth function, but one that can bend sharply when a shell crosses $E_0$, because the shell's penalty then switches over a small change of volume. A soft count of waves shows the scale. Let $w_{\mathbf k}$ be $\mathbf k$ weights that sum to one, and let

$$n(V)=\sum_{\mathbf k}w_{\mathbf k}\sum_{\mathbf G}
\frac12\operatorname{erfc}\!\left(\frac{t-E_0}{\sigma}\right).$$

Poisson summation turns the sum over $\mathbf G$ into one over lattice vectors $\mathbf R$. The term $\mathbf R=0$ is the smooth volume law. The others are oscillations weighted by $\chi(\mathbf R)=\sum_{\mathbf k}w_{\mathbf k}e^{i\mathbf k\cdot\mathbf R}$. For a sharp sphere of radius $q$, each contains

$$\frac{4\pi}{R^3}(\sin qR-qR\cos qR).$$

The soft edge is an average of sharp edges at energies $E_0+u$, with weight $e^{-u^2/\sigma^2}/(\sigma\sqrt\pi)$. With $K_0=\sqrt{2mE_0}/\hbar$, linearization gives $q\simeq K_0+uK_0/(2E_0)$. The Gaussian average of $e^{i\beta u}$ is $e^{-\beta^2\sigma^2/4}$. Putting $\beta=K_0R/(2E_0)$ and neglecting the slower change of the prefactor, each oscillation is multiplied by

$$\exp\!\left[-\left(\frac{\sigma K_0R}{4E_0}\right)^2\right]. \tag{10}$$

The $\mathbf k$ mesh decides which $\mathbf R$ matter. For a shifted $2\times2\times2$ mesh on the face-centred cubic lattice, write $\mathbf R=\sum_i n_i\mathbf a_i$. Averaging over fractional coordinates $\pm1/4$ gives $\chi=\prod_i\cos(\pi n_i/2)$, which vanishes unless all $n_i$ are even. Of the twelve shortest survivors, with $R=\sqrt2\,a$, six have $\chi=-1$ and six $\chi=+1$, so they cancel. The first net contribution has $R=2a$.

The energy weights waves unevenly, so (10) guides the choice of $\sigma$ but does not predict the energy noise.

## Silicon as a worked example

The example is the two-atom cell of diamond-structure silicon, with the local-density approximation (LDA), a Goedecker-Teter-Hutter pseudopotential and the shifted $2\times2\times2$ mesh. The parameters are $E_0=136.1$ eV, $\sigma=21.8$ eV and $A=544$ eV. The outer list is chosen at $a=0.53976$ nm with a cutoff of 217.7 eV, and holds 284.5 waves per $\mathbf k$ point on average. At the largest cell its edge has fallen to 194.2 eV, still above $E_0+2\sigma=179.6$ eV.

Equation (10) at $R=2a=1.0795$ nm, with $K_0=59.76$ nm$^{-1}$, has the argument

$$\frac{21.77\times59.76\times1.0795}{4\times136.06}=2.58,$$

so the estimated damping factor is $e^{-6.66}=0.0013$. The linearization behind (10) is rough for so wide a step: averaging the sharp-edge term numerically without it gives an amplitude factor of 0.0020. The damping is strong either way. Direct summation over 41 lattice constants gives a root-mean-square count oscillation of 1.69 waves for a sharp edge and 0.0010 for the soft one. With only the $\Gamma$ point, the shortest vectors $R=a/\sqrt2$ would survive, and their factor would be 0.44. The same $\sigma$ would then be too small.

The table gives energies per cell above a bare reference calculation with a fixed cutoff of 299.3 eV at the same $a$. "Fixed cutoff" means a bare cutoff of 136.1 eV; "outer list" means the bare energy in the list used by the modified calculation.

| $a$ (nm) | Fixed cutoff (eV) | Modified (eV) | Outer list (eV) |
|---|---:|---:|---:|
| 0.5080 | 1.566 | 1.757 | 0.142 |
| 0.5239 | 1.494 | 1.726 | 0.200 |
| 0.5398 | 1.453 | 1.711 | 0.281 |
| 0.5556 | 1.480 | 1.699 | 0.370 |
| 0.5715 | 1.421 | 1.692 | 0.470 |

The modified energy has the largest error, but that error changes by only 0.065 eV across the range. The outer-list error is much smaller and changes by 0.33 eV. A constant error does not move a minimum; a sloping one does. The fixed-cutoff error is irregular.

Over 17 volumes, the root-mean-square deviation from a quartic polynomial in $a^{-2}$ is 26 meV per cell at fixed cutoff and 0.008 meV for the modified energy. Meanwhile the fixed-cutoff basis grows from 120 to 169 waves per $\mathbf k$ point.

Polynomial fits in $a^{-2}$ give the following minima. They are cubic for the two five-point curves (outer list and reference) and quartic for the others. The small list is the bare 136.1 eV basis chosen at $a=0.53976$ nm and then frozen.

| Calculation | $a$ (nm) | $B$ (GPa) |
|---|---:|---:|
| Fixed cutoff | 0.5427 | 102 |
| Small list | 0.5277 | 126 |
| Outer list | 0.5335 | 113 |
| Modified | 0.5414 | 95 |
| Reference | 0.5403 | 94 |

The fixed-cutoff row depends on how the jagged curve is sampled and fitted. Subsets of the 17 volumes, with cubic or quartic fits, give $a$ from 0.5409 to 0.5440 nm and $B$ from 85 to 102 GPa.

The reference is not fully converged. Its curve still has small jumps, about 2 meV per cell over nine volumes, and other sets of volumes give $a$ from 0.5400 to 0.5403 nm. Raising its cutoff to 408 eV lowers its energy by about 0.09 eV per cell, and the same five-point fit then gives $a=0.5392$ nm and $B=96$ GPa, with a scatter of only 0.1 meV. Measured from there, the modified $a$ is too large by about 0.0021 nm instead of 0.0011 nm. Going on to 544 eV lowers $a$ by about another 0.0002 nm, which brings this error to about 0.0023 nm.

At $a=0.53976$ nm, the small-list slope $dE/d\ln V$ exceeds the fixed-cutoff slope by 2.27 eV. Equation (1) gives 2.43 eV, using $\partial\bar E/\partial E_c$ from a fit to bare energies at several cutoffs. With $V=0.0393$ nm$^3$ and $B=102$ GPa, $BV=25.0$ eV. Equation (2) then predicts a relative shift of $-2.27/75.0=-0.030$, or $-0.016$ nm. The fitted minima differ by $-0.015$ nm. The agreement is only as firm as the fixed-cutoff fit: with $B=89$ GPa, from a cubic fit to the same 17 volumes, the predicted shift would be $-0.019$ nm.

## How nearly constant is the cutoff?

To find $E_{\rm eff}$, bare energies were computed at eight cutoffs from 98 to 174 eV, and the logarithm of their excess over the reference was fitted by a quadratic. Matching the modified energy gives 131.3, 128.5 and 126.8 eV at $a=0.5080$, 0.5398 and 0.5715 nm. The logarithmic slope is $d\ln E_{\rm eff}/d\ln V=-0.10$, against $-0.67$ for a bare fixed list. Shell jumps in the bare energies make the small slope uncertain: a fit to fourteen cutoffs in nearly the same range gives $-0.07$.

The leakage in (5) contributes a drift of this sign. As the cell expands, the edge of the list moves down, and waves beyond it lose their whole gain instead of part of it. If the list is instead rebuilt at each volume so that its edge stays at 217.7 eV, the slope from the fourteen-cutoff fit changes from $-0.07$ to $-0.03$. The moving edge thus accounts for about half of the drift.

Dividing the two estimates of the drift by $-0.67$ shows that a fraction of 0.10 to 0.15 of the Pulay term is left. At $E_{\rm eff}$ that term is 10.2 GPa, so 1.0 to 1.5 GPa remains. Dividing by $3B=285$ GPa gives a relative contraction of 0.4 to 0.5%, or 0.002 to 0.003 nm. The modified minimum nevertheless lies 0.001 nm above the reference, because the error at constant cutoff itself falls with volume and pushes the other way. Part of the close agreement is thus a cancellation, which need not recur in another material.

The pressure supplied by the penalty can also be compared with the Pulay term. At $a=0.53976$ nm, $\partial E_{\rm mod}/\partial E_0=-0.0305$ and $\bar t=117.2$ eV. Equation (9) gives

$$P_g=\frac{2\times0.0305\times117.2}{3\times0.0393}
\simeq61\ \text{eV/nm}^3=9.7\ \text{GPa},$$

close to the 10.2 GPa Pulay term. The latter is the derivative of the eight-cutoff fit, so shell jumps make it uncertain too. The total pressure is 0.865 GPa both from frozen orbitals and from central differences of reconverged energies.

The loss formula is rougher. Summing (5) over waves above 54 eV, with coefficients from the bare calculation, gives 1.84 eV per cell. The actual loss is 1.43 eV, so the formula is 28% too high. Including the potential's diagonal elements lowers the estimate to 1.77 eV, and including the coupling between different high waves lowers it to 1.46 eV. That coupling is therefore the main omission.

## Use for real silicon

The reference lattice constant agrees with the rough size of the real one, 0.54 nm. The chosen $E_0$ is deliberately low for this pseudopotential, as the 1.7 eV energy error shows, so the basis effects are larger than in a well-converged calculation. The outer list's error in $a$, $-1.3\%$ from the reference and $-1.0\%$ from the 544 eV value, is comparable with the strain in strained-silicon channels, roughly one percent, and would spoil a strain reference. Real devices also break the assumption of a static lattice. A Debye estimate of the vibrations at 300 K, with a rough Debye temperature of 640 K and Grüneisen parameter of 1, expands $a$ by about 0.0015 nm relative to a static lattice. About two thirds of this is zero-point motion. The thermal third is an overestimate: the same parameters give a linear expansion coefficient of $5.9\times10^{-6}$ K$^{-1}$ at 300 K, about twice the measured value. Going to a $4\times4\times4$ mesh changes $a$ by $-0.0005$ nm with the modified energy. The small list gives $-0.0012$ nm, but its minimum lies at a much smaller volume. Neither the vibrations nor the mesh can be ignored beside a basis error of about 0.002 nm. The error of the LDA itself is not estimated here.

The method is meant for variable-cell calculations that need a smooth energy and a consistent stress from a basis that is not fully converged. The example tests only uniform changes of volume, not changes of cell shape. For an energy-volume curve alone, a bare fixed cutoff at the outer value is a strong alternative with a similar basis size. At 217.7 eV, a cubic fit to eleven volumes gives $a=0.5395$ nm and $B=95$ GPa, with a scatter of 4.5 meV per cell. This $a$ is closer to the 408 eV result than the modified one is, though it depends on the volumes sampled, because the curve still has small jumps: the inner nine volumes give 0.5401 nm, which is still the closer value. If the outer list is already converged, its Pulay term is small and the penalty has little to correct. Energies from modified and bare calculations must not be subtracted from each other: here they differ by 1.43 eV per cell in the same list.
